# The Optical Theorem and Particle Conservation in Dilute Impurity Scattering, part 1

(Sections cited here and not found follow in the second part.)

## First half: the rate at which a momentum state empties

An electron in a doped conductor starts in a state of definite momentum and meets impurities. The amplitude of its original plane wave shrinks, and other momenta become occupied. Two calculations describe this one process. The shrinking follows from a self-energy, which is linear in a forward scattering amplitude. The filling of other states follows from transition probabilities, which are quadratic in scattering amplitudes. If the two rates differed, collisions would create or destroy electrons. The question is why they agree when an impurity is too strong for the Born approximation.

The electrons here do not interact with one another. The impurities are static and identical, and their positions are independent and uniformly distributed. Because the impurities are static, scattering is elastic. Each potential is Hermitian, so no electrons are absorbed. Results hold to first order in the impurity density.

### One site on a lattice

Take a lattice of $L$ sites with band energy $\varepsilon_k$. An impurity changes the energy of one site, $j$, by a real amount $u$. With $z$ a complex energy, $\mathrm{Im}\,z>0$, the free Green function is

$$G_0(z)=(z-H_0)^{-1},\qquad G_{0k}=\frac{1}{z-\varepsilon_k}.$$

The electron can be scattered by the site once, twice, or more often. Between two visits it propagates from the site back to itself, which contributes

$$g(z)=\langle j|G_0(z)|j\rangle=\frac1L\sum_k\frac{1}{z-\varepsilon_k}.$$

The sum over visits is a geometric series,

$$t=u+ugu+ugugu+\cdots=\frac{u}{1-ug}.$$

The closed form also holds where the series diverges, because it solves $t=u+ugt$. Taking the inverse gives

$$\frac1t=\frac1u-g .$$

Since $u$ is real, $\mathrm{Im}(1/t)=-\mathrm{Im}\,g$. Also $1/t=t^*/|t|^2$, so $\mathrm{Im}(1/t)=-\mathrm{Im}\,t/|t|^2$. Hence

$$\mathrm{Im}\,t=|t|^2\,\mathrm{Im}\,g .$$

Now let $L\to\infty$ first, so that the levels form a continuum, and then let $z\to E+i0$. From $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$, $\mathrm{Im}\,g=-\pi\rho(E)$, where $\rho$ is the density of states per site and spin. Therefore

$$-2\,\mathrm{Im}\,t=2\pi\rho\,|t|^2 .$$

This is the optical theorem in its simplest form. The left side will become a decay rate, and the right side is the golden-rule expression with $t$ in place of $u$.

Two limits show what it contains. For small $u$, $t\simeq u+u^2g$, and both sides become $2\pi\rho u^2$, the Born rate. For $|u|\to\infty$, $t\to-1/g$, and both sides approach $2\pi\rho/|g|^2$. The scattering saturates, whereas the Born rate grows without bound.

### From one impurity to a small density

Let each site carry an impurity with probability $c$, independently of the others. To first order in $c$, the probability of no impurity is $1-Lc$, and that of a single impurity at a given site is $c$. With one impurity at $j$, the diagonal element in a normalized plane wave is

$$G_{kk}=G_{0k}+G_{0k}\frac{t}{L}G_{0k}.$$

The factor $1/L$ is the probability of finding the plane wave on that site. The average is

$$\begin{aligned}
\langle G_{kk}\rangle&=(1-Lc)G_{0k}+c\sum_{j=1}^{L}\left(G_{0k}+\frac{t}{L}G_{0k}^2\right)+O(c^2)\\
&=G_{0k}+c\,t\,G_{0k}^2+O(c^2).
\end{aligned}$$

The self-energy is defined by $\langle G_{kk}\rangle^{-1}=G_{0k}^{-1}-\Sigma_k$. Expanding the inverse,

$$\Sigma_k=G_{0k}^{-1}-G_{0k}^{-1}\left(1-c\,tG_{0k}\right)+O(c^2)=c\,t+O(c^2).$$

All repeated scattering by one impurity is therefore already present at first order in density. Strength and density are separate expansion parameters.

A ring of ten sites allows a check without random sampling, because all $2^{10}=1024$ arrangements can be averaged with their probabilities. The hopping amplitude has magnitude 1 and sets the energy unit, $\varepsilon_k=-2\cos k$, $u=1.5$, $z=-1+0.4i$ and $k=2\pi/10$. The deviation of $\Sigma_k/c$ from $t$, relative to $|t|$, is $8.8\times10^{-4}$ at $c=10^{-3}$ and $8.8\times10^{-5}$ at $c=10^{-4}$. It falls in proportion to $c$, as the derivation requires. Replacing $t$ by the second-order Born expression $u+u^2g$ gives an error of 59% of $|t|$, which lowering the density cannot cure.

### Extended impurities in a continuum

Let the volume be $\Omega$ and write plane waves as $\langle\mathbf r|k\rangle=e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega$. One impurity at the origin has potential operator $V$ and transition operator

$$T=V+VG_0T=V+TG_0V .$$

The two forms generate the same series. Matrix elements are written with the volume removed,

$$\langle k'|T|k\rangle=\frac{T_{k'k}}{\Omega},\qquad \int_{k'}\equiv\frac1\Omega\sum_{k'}\longrightarrow\int\frac{d^3k'}{(2\pi)^3}.$$

Thus $T_{k'k}$ is an energy times a volume, and its first index is the final momentum. Moving the impurity to $\mathbf R_j$ multiplies the element by $e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R_j}$.

For $N_i$ impurities, successive scatterings by the same impurity are collected in its own $T_j$. What remains is a series in which neighbouring factors belong to different impurities:

$$G=G_0+\sum_jG_0T_jG_0+\sum_{i\ne j}G_0T_iG_0T_jG_0+\cdots .$$

Averaging over a position makes the phase factor vanish unless $\mathbf k'=\mathbf k$. The single-impurity term gives $N_iT_{kk}/\Omega=n_iT_{kk}$, with $n_i=N_i/\Omega$. Terms with two different impurities carry $n_i^2$. Consequently

$$\Sigma_k(E)=n_iT_{kk}(E+i0)+O(n_i^2).$$

### Decay of the plane wave

The averaged Green function has its pole at $E=\varepsilon_k+n_iT_{kk}(E)$. Inserting the right side into itself once gives

$$E=\varepsilon_k+n_iT_{kk}(\varepsilon_k)+n_i^2T_{kk}T_{kk}'+\cdots,$$

where the prime is an energy derivative and $T_{kk}$, $T'_{kk}$ are taken at $\varepsilon_k$. The last term is small beside the second if $|n_iT'_{kk}|\ll1$. Then $T$ may be evaluated on shell, at $E=\varepsilon_k$. This condition fails near a resonance narrower than the shift or width that the impurities produce.

With time dependence $e^{-iEt/\hbar}$, the averaged amplitude is

$$a_k(t)=e^{-i(\varepsilon_k+\mathrm{Re}\,\Sigma_k)t/\hbar}\,e^{\mathrm{Im}\,\Sigma_kt/\hbar}.$$

Its squared magnitude is $e^{2\,\mathrm{Im}\,\Sigma_kt/\hbar}=e^{-\Gamma_kt}$. Thus

$$\Gamma_k=-\frac{2}{\hbar}\mathrm{Im}\,\Sigma_k=-\frac{2n_i}{\hbar}\mathrm{Im}\,T_{kk}.$$

The real part shifts the level. The factor 2 arises because a population is the square of an amplitude.

### The rate into another state

Let an incident wave of energy $\varepsilon_k$ be fed in slowly, growing as $e^{\eta t/\hbar}$ with small $\eta>0$. A source $i\eta|k\rangle$ sustains it, and the full state satisfies

$$(\varepsilon_k+i\eta-H_0)|\psi\rangle=V|\psi\rangle+i\eta|k\rangle .$$

Acting with $G_0(\varepsilon_k+i\eta)$, and using $G_0\,i\eta|k\rangle=|k\rangle$, gives

$$|\psi\rangle=|k\rangle+G_0V|\psi\rangle=(1+G_0T)|k\rangle .$$

The second equality follows because $V|\psi\rangle=T|k\rangle$ satisfies the equation for $T$. For $k'\ne k$, the population scattered by one impurity is

$$P_{k'}(t)=\frac{|T_{k'k}|^2}{\Omega^2}\,\frac{e^{2\eta t/\hbar}}{(\varepsilon_k-\varepsilon_{k'})^2+\eta^2}.$$

Its time derivative at $t=0$ contains $(2\eta/\hbar)/[(\varepsilon_k-\varepsilon_{k'})^2+\eta^2]$, which tends to $(2\pi/\hbar)\delta(\varepsilon_k-\varepsilon_{k'})$. For many impurities, cross terms between different positions average to zero when $k'\ne k$, so $N_i$ equal rates add. Since $N_i/\Omega^2=n_i/\Omega$, the total rate out of $k$ is

$$\int_{k'}W_{k'k},\qquad W_{k'k}=\frac{2\pi}{\hbar}n_i|T_{k'k}|^2\delta(\varepsilon_k-\varepsilon_{k'}).$$

It remains to show that this integral equals $\Gamma_k$.

### The general optical theorem

Define $M=1+G_0T$, which turns a plane wave into the full scattering state. Then $T=VM$ and $T^\dagger=M^\dagger V^\dagger$. Form two products:

$$\begin{aligned}
M^\dagger T&=T+T^\dagger G_0^\dagger T=M^\dagger VM,\\
T^\dagger M&=T^\dagger+T^\dagger G_0T=M^\dagger V^\dagger M.
\end{aligned}$$

Subtracting the second line from the first and rearranging,

$$T-T^\dagger=T^\dagger(G_0-G_0^\dagger)T+M^\dagger(V-V^\dagger)M .$$

For Hermitian $V$ the last term vanishes. No inverse of $V$ was needed, and no symmetry of the impurity was used. Since

$$G_0-G_0^\dagger=-2\pi i\,\delta(E-H_0),$$

the diagonal element at $E=\varepsilon_k$ is

$$\frac{2i\,\mathrm{Im}\,T_{kk}}{\Omega}=-\frac{2\pi i}{\Omega^2}\sum_{k'}|T_{k'k}|^2\delta(\varepsilon_k-\varepsilon_{k'}).$$

Multiplication by $i\Omega$ yields

$$-2\,\mathrm{Im}\,T_{kk}=2\pi\int_{k'}|T_{k'k}|^2\delta(\varepsilon_k-\varepsilon_{k'}).$$

A factor $n_i/\hbar$ on both sides gives the required equality,

$$\Gamma_k=\int_{k'}W_{k'k}.$$

There is a companion relation with the momenta reversed. Let $\bar M=1+TG_0$, so that $T=\bar MV$. Then

$$\begin{aligned}
T\bar M^\dagger&=T+TG_0^\dagger T^\dagger=\bar MV\bar M^\dagger,\\
\bar MT^\dagger&=T^\dagger+TG_0T^\dagger=\bar MV^\dagger\bar M^\dagger.
\end{aligned}$$

For Hermitian $V$, subtraction gives $T-T^\dagger=T(G_0-G_0^\dagger)T^\dagger$, and hence

$$-2\,\mathrm{Im}\,T_{kk}=2\pi\int_{k'}|T_{kk'}|^2\delta(\varepsilon_k-\varepsilon_{k'}).$$

The total rate out of $k$ therefore equals the sum of the rate coefficients into $k$, even if $W_{k'k}$ and $W_{kk'}$ differ for individual pairs.

### A test without time-reversal symmetry

A square lattice with $\varepsilon_k=-2(\cos k_x+\cos k_y)$ and energy $E=-3$ provides such a case. The impurity occupies sites $(0,0)$, $(1,0)$ and $(0,1)$, with

$$V=\begin{pmatrix}1.5&0.9e^{0.7i}&0.6e^{-1.1i}\\0.9e^{-0.7i}&-1.0&0.7e^{0.4i}\\0.6e^{1.1i}&0.7e^{-0.4i}&0.8\end{pmatrix}.$$

The product $V_{12}V_{23}V_{31}$ has a phase of 2.2 rad. Redefining the site states cannot remove it, so time-reversal symmetry is broken. The largest difference between $W_{k'k}$ and $W_{kk'}$ is 60% of the largest $W$. Broken time reversal is not the only cause: the impurity also lacks an inversion centre, and with all three phases set to zero the difference is still 55%. Time reversal by itself would equate $W_{k'k}$ with the rate from $-\mathbf k'$ to $-\mathbf k$. Here those two differ by up to 36% of the largest $W$; without the phases they coincide.

The site Green functions come from sums over the Brillouin zone, extrapolated to zero broadening. The scattering rates come from integrals along the constant-energy line. Both sum rules agree with $-2\,\mathrm{Im}\,T_{kk}$ to $1.4\times10^{-8}$ of its mean over 240 directions. The agreement thus covers both relations in a case where they are distinct.

## Second half: the collision integral and a screened donor

In what follows $f_k$ is the occupation of momentum state $k$ for one spin, $n_i$ is the impurity density, and $T_{k'k}$ is the on-shell amplitude from $k$ to $k'$. The symbol $\int_k$ means $\Omega^{-1}\sum_k$. The first half gave

$$W_{k'k}=\frac{2\pi}{\hbar}n_i|T_{k'k}|^2\delta(\varepsilon_k-\varepsilon_{k'}),\qquad
\Gamma_k=-\frac{2n_i}{\hbar}\mathrm{Im}\,T_{kk},$$

and, for Hermitian $V$,

$$\Gamma_k=\int_{k'}W_{k'k}=\int_{k'}W_{kk'}.$$

### Gain from a single site

The site impurity again gives the simplest case. For $p\ne k$, one impurity at site $j$ produces

$$G_{pk}=\frac1L e^{-i(p-k)j}G_{0p}\,t\,G_{0k}.$$

The phase disappears in the squared magnitude. There are $L$ possible sites, each occupied with probability $c$, so

$$\langle|G_{pk}|^2\rangle=\frac cL|t|^2|G_{0p}|^2|G_{0k}|^2+O(c^2).$$

The gain thus contains $|t|^2$, while the self-energy contains $t$. On the ten-site ring with the earlier parameters and $p=8\pi/10$, complete averaging gives a relative deviation from this law of $3.3\times10^{-3}$ at $c=10^{-3}$ and $3.3\times10^{-4}$ at $c=10^{-4}$. It too is linear in $c$.

### The kinetic equation

Consider a time $\Delta t$ that is long compared with one collision but short compared with $1/\Gamma_k$. At low density such a time exists, and at most one collision matters within it. Averaging over uniform impurity positions restores translation invariance, so the averaged one-particle density matrix of a homogeneous system stays diagonal in momentum. The next interval then starts from occupations alone. Repeated encounters with the same impurity after visits to others are dropped. In three dimensions, at low density and away from localization, they are a small correction. In one dimension they are not: interference between returning paths stops an electron from spreading beyond a length of the order of the mean free path for backscattering, however low the density. The kinetic equation then fails at times beyond about the inverse backscattering rate, although the rates for a single collision remain correct. For a single-site impurity this rate is $\Gamma_k/2$. For a smooth extended impurity, which mostly scatters forward, it can be much smaller than $\Gamma_k$. In two dimensions the same interference matters at long times.

The evolution is linear in $f$, even for fermions. The annihilation operators of non-interacting electrons evolve as $c_k(t)=\sum_qU_{kq}c_q$, with $U$ the one-particle evolution operator. Therefore

$$f_k(t)=\langle c_k^\dagger(t)c_k(t)\rangle=\sum_{qq'}U_{kq}U^*_{kq'}\langle c^\dagger_{q'}c_q\rangle .$$

During $\Delta t$, state $k$ loses $\Gamma_kf_k\Delta t$ and gains $\int_{k'}W_{kk'}f_{k'}\Delta t$. The collision integral is

$$I_k=\int_{k'}W_{kk'}f_{k'}-\Gamma_kf_k .$$

Blocking factors require care. If $1-f$ were attached to each final state, the integrand would change by

$$\begin{aligned}
&W_{kk'}f_{k'}(1-f_k)-W_{k'k}f_k(1-f_{k'})-\left(W_{kk'}f_{k'}-W_{k'k}f_k\right)\\
&\qquad=(W_{k'k}-W_{kk'})f_kf_{k'}.
\end{aligned}$$

This vanishes for symmetric rates but not in general. It is antisymmetric in $k$ and $k'$, so the total particle number would not reveal the error. The linear evolution above settles the form: no blocking factors appear.

To first order in impurity density, the decay rate of a plane wave equals the total scattering rate out of it, however strong the Hermitian impurity, and the collision integral built from these rates is linear in the occupations, with no blocking factors. It remains to show that this integral conserves particles, to see how inconsistent approximations or absorption upset the balance, and to apply the results to screened donors in indium oxide.
